\section*{Why a Thin [100] Silicon Wire Can Have a Direct Gap}

\section{Definitions and conventions}

The wire runs along $x=[100]$; its side faces are normal to $y=[010]$ and $z=[001]$. The cubic lattice constant is $a=0.5431$ nm, and $W$ is the side of a square cross-section. Masses are numbers in units of the free-electron mass $m_0$, and
\begin{equation}
C=\frac{\hbar^2}{2m_0}=0.0381\ \text{eV nm}^2 .
\end{equation}

Bulk silicon has six equivalent conduction valleys, at distance $k_0$ from the zone centre $\Gamma$ along $\pm x$, $\pm y$ and $\pm z$. Each has a heavy mass $m_l$ along its own axis and a light mass $m_t$ across it. The bulk valence top is at $\Gamma$, so the bulk gap is indirect.

In a wire, \emph{direct} has a narrower meaning: the lowest conduction state and the highest valence state have the same $k_x$. The walls destroy conservation of $k_y$ and $k_z$, so these can no longer label a state.

The bulk numbers below come from a nearest-neighbour $sp^3d^5s^*$ tight-binding model with parameters fitted to silicon. Spin--orbit coupling is omitted unless stated. Diagonalization gives an indirect gap of 1.147 eV, a direct gap at $\Gamma$ of 3.448 eV, and
\begin{equation}
k_0=0.813\,\frac{2\pi}{a},\qquad m_l=0.891,\qquad m_t=0.201 .
\end{equation}

\section{What happens: six valleys fall into two groups}

The shortest lattice translation along $[100]$ has length $a$. Wire states therefore obey Bloch's theorem in $x$ with period $a$, and $k_x$ is defined up to multiples of $2\pi/a$.

The valleys at $(0,\pm k_0,0)$ and $(0,0,\pm k_0)$ have $k_x=0$. All four project onto the wire's zone centre. The other two have $k_x=\pm k_0$, outside the wire zone $|k_x|\le\pi/a$. Subtracting or adding $2\pi/a$ brings them to $k_x=\mp k_f$, where
\begin{equation}
k_f=\frac{2\pi}{a}-k_0=0.187\,\frac{2\pi}{a}.
\end{equation}
Call the first group the centre valleys and the second the side valleys.

Projection does not yet make the gap direct. Before confinement, the lowest conduction energy available at a given $k_x$ is
\begin{equation}
E_p(k_x)=\min_{k_y,k_z}E_c(k_x,k_y,k_z).
\end{equation}
By cubic symmetry all six valleys have the same energy, so $E_p(0)=E_p(k_f)$. Between these points the edge rises. At $k_x=k_f/2$ the tight-binding bands, sampled over the transverse wavevectors, give 0.052 eV above the minimum. A parabola with mass $m_l$ centred on the side valley gives nearly the same: the distance is $k_f/2=1.08$ nm$^{-1}$, and $C(1.08)^2/0.891=0.050$ eV.

Projection thus puts a conduction minimum at the zone centre, with an equal one at $k_f$. Something else must break the tie.

\section{Why: the heavy mass lies across the wire}

\subsection{Square cross-section}

Near the valley on $+y$, the parabolic bulk energy is
\begin{equation}
E=E_c+C\left[\frac{k_x^2}{m_t}+\frac{(k_y-k_0)^2}{m_l}+\frac{k_z^2}{m_t}\right].
\label{valley}
\end{equation}
Write the wave function as the Bloch function at the valley minimum times a slowly varying envelope $F$. The wavevector measured from the minimum then acts on $F$ as a derivative: $k_y-k_0\to-i\partial_y$ and $k_z\to-i\partial_z$. This treats each valley separately. Hard walls require $F=0$ at $y=0,W$ and $z=0,W$, so the lowest envelope is
\begin{equation}
F=e^{ik_xx}\sin\frac{\pi y}{W}\sin\frac{\pi z}{W}.
\end{equation}
Each second derivative across the wire gives $-\pi^2/W^2$. At $k_x=0$ the confinement energy of a centre valley is therefore
\begin{equation}
E_4=\frac{C\pi^2}{W^2}\left(\frac1{m_l}+\frac1{m_t}\right).
\end{equation}
The subscript counts valleys. The $z$ valleys give the same result with $y$ and $z$ exchanged.

A side valley has its heavy axis along the wire. Both its confinement masses are light, so at its own minimum
\begin{equation}
E_2=\frac{C\pi^2}{W^2}\left(\frac1{m_t}+\frac1{m_t}\right).
\end{equation}
Subtraction cancels one $1/m_t$:
\begin{equation}
\delta\equiv E_2-E_4=\frac{C\pi^2}{W^2}
\left(\frac1{m_t}-\frac1{m_l}\right)>0,
\label{delta}
\end{equation}
because $m_l>m_t$. Confinement raises both groups, but it raises the centre valleys less. This moves the conduction edge to $k_x=0$.

The masses that matter here are those across the wire. Along the wire the roles reverse: by (\ref{valley}), the favoured valleys have the light transport mass $m_t$, and the side valleys have $m_l$. These are bulk values, suited to weak confinement. In thin wires the lowest band is heavier: for the 2.172 nm tight-binding wire below, its curvature at the centre gives a mass of about 0.38, nearly twice $m_t$.

\subsection{Other cross-sections}

The order does not depend on the square. Let $\psi$ be the real, normalized side-valley ground state in any bounded cross-section with hard walls. The transverse kinetic operators for a side valley and a $y$ valley are
\begin{align}
T_2&=-\frac{C}{m_t}(\partial_y^2+\partial_z^2),\\
T_4&=-C\left(\frac{\partial_y^2}{m_l}+\frac{\partial_z^2}{m_t}\right)
=T_2+C\left(\frac1{m_t}-\frac1{m_l}\right)\partial_y^2 .
\end{align}
Use $\psi$ as a trial function for $T_4$. Since $\psi$ vanishes on the boundary, integration by parts gives $\int\psi\,\partial_y^2\psi=-\int(\partial_y\psi)^2$. The variational principle then yields
\begin{equation}
E_4\le E_2-C\left(\frac1{m_t}-\frac1{m_l}\right)
\int(\partial_y\psi)^2\,dy\,dz .
\end{equation}
The integral is positive: a function independent of $y$ that vanishes at the walls would vanish everywhere. Hence $E_4<E_2$ for each such shape.

For a disc of diameter $W$, symmetry makes the integral half of $\int|\nabla\psi|^2=(2.405)^2/(W/2)^2$, where 2.405 is the first zero of the Bessel function $J_0$. This is $11.57/W^2$, against $\pi^2/W^2=9.87/W^2$ for the square. The guaranteed energy difference is thus 1.17 times that of a square of side $W$. A finite-difference solution on a $79\times79$ grid puts the actual difference at about 1.2 times the square's.

\subsection{Fins and sheets}

For a rectangle with sides $W_y$ and $W_z$, the same sine functions give three separate energies:
\begin{align}
E_y&=C\pi^2\left(\frac1{m_lW_y^2}+\frac1{m_tW_z^2}\right),\\
E_z&=C\pi^2\left(\frac1{m_tW_y^2}+\frac1{m_lW_z^2}\right),\\
E_x&=C\pi^2\left(\frac1{m_tW_y^2}+\frac1{m_tW_z^2}\right).
\end{align}
Subtracting each of the first two from the third leaves
\begin{equation}
E_x-E_{y,z}=\frac{C\pi^2}{W_{y,z}^2}\left(\frac1{m_t}-\frac1{m_l}\right).
\end{equation}
The thinnest dimension selects the lowest valley pair. In a sheet thin along $z$, the $z$ valleys are lowest, and they project onto $k_x=0$. The $y$ valleys also lie below the $x$ valleys, but by an amount set by the larger width.

\section{The valence band must be checked separately}

A conduction minimum at $k_x=0$ is half of a direct gap. The bulk valence top also projects onto $k_x=0$, but confinement can reshape the hole bands.

Near $\Gamma$, without spin--orbit coupling, the valence states behave like $p_x,p_y,p_z$ orbitals. To second order in $\mathbf k$, the $p_x$ energy is
\begin{equation}
E_v+Lk_x^2+M(k_y^2+k_z^2),\qquad L,M<0,
\end{equation}
and its couplings to $p_y$ and $p_z$ are $Nk_xk_y$ and $Nk_xk_z$. At $k_x=0$ these couplings vanish. Suppose that a nondegenerate $p_x$ state with envelope $\phi_0$ and energy $E_0$ is then highest. Let the other states, indexed by $n$, have $p_y$ and $p_z$ envelopes $\phi_n^y,\phi_n^z$ and energies $E_n$. Second-order perturbation theory in $k_x$ gives
\begin{equation}
E(k_x)=E_0+k_x^2\left[L+N^2\sum_n
\frac{|\langle\phi_n^y|\partial_y\phi_0\rangle
+\langle\phi_n^z|\partial_z\phi_0\rangle|^2}{E_0-E_n}\right].
\end{equation}
The first term bends the band down. The sum is positive, because $E_n<E_0$, and bends it up. If the sum wins, the valence maximum moves away from the centre. Valley projection cannot decide this competition, which is why the wire \emph{can} have a direct gap but is not guaranteed one.

\section{How large is the effect?}

\subsection{Effective-mass estimate}

With the masses above, $1/m_t-1/m_l=4.975-1.122=3.85$, and (\ref{delta}) becomes
\begin{equation}
\delta\simeq\frac{1.45\ \text{eV nm}^2}{W^2}.
\label{rule}
\end{equation}
For a wire four lattice constants wide, $W=2.172$ nm and $C\pi^2/W^2=0.0797$ eV. Then $E_4=0.0797(1.12+4.98)=0.49$ eV, $E_2=0.0797(2\times4.98)=0.79$ eV, and $\delta=0.0797\times3.85=0.31$ eV.

The formula is good for weak confinement. For $W=30$ nm it gives 1.607 meV. Evaluating the full bulk bands at transverse wavevectors displaced by $\pi/W$ from the minima, and averaging the two signs along the heavy axis, gives 1.595 meV. This checks the masses, but does not include real surfaces.

\subsection{Atomistic wires}

For thin wires the same tight-binding model was solved atom by atom. Surface atoms with fewer than two silicon neighbours were removed, and each remaining dangling hybrid was raised by 30 eV as an ideal passivation. The atoms kept their bulk positions. Ten values of $k_x$ from 0 to $\pi/a$ were sampled, including $k_f$.

In the table, $\delta_{\rm at}$ is the lowest conduction energy at $k_f$ minus that at zero, and $\delta_{\rm m}$ is the prediction of (\ref{delta}).

\begin{center}
\begin{tabular}{cccc}
$W$ (nm) & gap at $k_x=0$ (eV) & $\delta_{\rm at}$ (eV) & $\delta_{\rm m}$ (eV)\\
1.086 & 3.17 & 0.262 & 1.226\\
1.629 & 2.20 & 0.214 & 0.545\\
2.172 & 1.80 & 0.149 & 0.307
\end{tabular}
\end{center}

In all three wires both the lowest conduction state and the highest valence state among the sampled points lie at $k_x=0$. Within this model and sampling, the gaps are direct. The first nonzero sample is $0.02(2\pi/a)$, so a smaller displacement of an extremum would not be seen. With spin--orbit coupling, calculated for the two thinner wires up to $k_f$, both extrema stay at the centre and the gap changes by about 2 meV or less.

The passivation energy is a model choice. Varying it from 10 to 100 eV moves $\delta_{\rm at}$ from 0.195 to 0.219 eV at 1.629 nm and from 0.136 to 0.153 eV at 2.172 nm, while these two gaps change by less than 0.01 eV. The listed $\delta_{\rm at}$ values are therefore uncertain by about 10 to 20 meV even within the model.

The sign of the mass argument survives, but its size does not. Equation (\ref{delta}) overestimates the energy difference by a factor of 2.1 at 2.172 nm and about 2.5 at 1.629 nm. The thinnest wire does not allow this comparison. Its lowest conduction band rises steadily from the centre through $k_f$, without a separate side minimum, and the state at $k_f$ mixes side and centre valleys. The 0.262 eV in the table is therefore a rise along one band, not a splitting between two valley groups. In the 1.629 nm wire the state at $k_f$ does come from a side valley, but the lowest band still rises through $k_f$. The value there compares energies at fixed $k_x$, not at two separate minima. Only the 2.172 nm wire has a separate side minimum; it lies near $0.17(2\pi/a)$, about 2 meV below the value at $k_f$. At these widths the mass formula itself gives confinement energies of about 0.5 eV or more, where a parabola fitted at the valley minimum need not hold.

Coupling between valleys is also present. The four lowest centre states, degenerate in the mass model, spread over 63, 19 and 6 meV from the thinnest wire to the widest. In the widest wire this is small beside the 158 meV error in $\delta$. The calculation does not divide the rest of the error between band shape and boundary effects.

\subsection{Do the states come from the expected valleys?}

Fourier analysis answers this for the 2.172 nm wire. The four lowest centre states, analysed along the $k_y$ and $k_z$ axes, have their largest weight at $0.81(2\pi/a)$, the bulk valley position to the resolution used. That weight is about 530 times the weight at $\Gamma$.

The lowest conduction state at $k_x=k_f$ has about $5\times10^4$ times more weight at $(k_f-2\pi/a,0,0)=(-k_0,0,0)$ than at $(k_f,0,0)$. Its weight there is also more than 300 times the combined weight at the four centre-valley positions $(k_f,\pm k_0,0)$ and $(k_f,0,\pm k_0)$. It is therefore a folded side-valley state.

\section{Where the direct gap loses its meaning}

\subsection{Wide wires and temperature}

As $W\to\infty$, $\delta\to0$ and the two groups become degenerate again. The transverse wavevectors also become good labels, and the indirect bulk gap returns. There is no contradiction: a gap can be direct in $k_x$ while its electron and hole states derive from different bulk $k_y$ or $k_z$.

Temperature blurs the distinction earlier. At 300 K, $k_BT=25.9$ meV, and (\ref{rule}) gives $\delta=k_BT$ at $W=7.5$ nm. To estimate the occupation, take nondegenerate electrons in the lowest subband of each valley. Integrating the Boltzmann factor over $k_x$ gives
\begin{equation}
\int_{-\infty}^{\infty}\exp\left(-\frac{Ck_x^2}{mk_BT}\right)dk_x
=\sqrt{\frac{\pi mk_BT}{C}},
\end{equation}
so each valley contributes in proportion to the square root of its transport mass. With two side and four centre valleys,
\begin{equation}
\frac{n_2}{n_4}=\frac{2\sqrt{m_l}}{4\sqrt{m_t}}e^{-\delta/k_BT}
=1.05\,e^{-\delta/k_BT}.
\end{equation}
At $\delta=k_BT$ the ratio is 0.39. This is only a guide: at 7.5 nm the next centre-valley subband lies $3C\pi^2/(m_lW^2)\simeq23$ meV above the first and is also occupied. Summing over all subbands of the mass model lowers the ratio from 0.39 to about 0.26. For the 2.172 nm wire, the atomistic $\delta$ and bulk transport masses give $n_2/n_4\simeq0.003$.

\subsection{Direct does not mean bright}

A convenient measure of optical coupling is
\begin{equation}
S_x=\frac{2}{m_0}\sum_{c,v}|\langle c|p_x|v\rangle|^2 .
\end{equation}
For each wire the sum runs over the four lowest conduction and four highest valence states at $k_x=0$. The tight-binding momentum comes from the intersite terms. $S_x$ falls from 1.6 eV at 1.086 nm to 0.059 eV at 1.629 nm and 0.0094 eV at 2.172 nm. The corresponding sum over the three highest valence and three lowest conduction states at bulk $\Gamma$ is 33 eV. The state counts differ, so the comparison is one of scale. The thinnest-wire value depends strongly on the states included: almost all of its 1.6 eV comes from valence states 0.27 to 0.53 eV below the top. With the highest valence state alone, the one thermal holes occupy, the sums are 0.025, 0.011 and 0.0042 eV. Near the gap, therefore, all three wires couple weakly, and the fall with width is much gentler.

The reason is that light supplies almost no wavevector. In the bulk, the momentum operator connects states of equal $\mathbf k$. In the wire, an electron from near $k_0$ and a hole from near $\Gamma$ can couple through the spread in transverse wavevector caused by the walls. That spread, of order $\pi/W$, shrinks in wider wires.

\section{Real wires, and what to do}

The bulk model is close to silicon, whose gap is roughly 1.1 eV at room temperature and whose masses are roughly 0.9 and 0.2. The example widths, however, are only two to four lattice constants, and the energy difference is much smaller in thicker structures. For a sheet 5 nm thick along $z$, (\ref{rule}) puts the $z$ valleys about 58 meV below the $x$ valleys; the tight-binding model gives about 50 meV. Real surfaces are also rough. Between the two wider example wires $\delta_{\rm at}$ changes by 0.12 eV/nm, so a change of one atomic layer, $a/4=0.14$ nm, should move it by an amount of order 10 meV, depending on which sides change. Surface relaxation and dielectric self-energy corrections are omitted, so the listed gaps are not predictions for measured wires.

Strain can reverse the order. To linear order, the side valleys move relative to the $y$ valleys by $\Xi_u(\varepsilon_{xx}-\varepsilon_{yy})$, with $\Xi_u$ roughly 9 eV in silicon. Tension along the wire therefore lowers the centre valleys relative to the side valleys, and compression does the opposite. Strain also changes the valence band, which must be checked separately. If the bulk coefficient applies, a strain difference of about $-1.7\%$ would cancel the 0.149 eV of the 2.172 nm wire.

These results suggest the following practice for $[100]$ wires:
\begin{itemize}
\item Without strain, use (\ref{delta}) to find which valleys are lowest. In wires a few nanometres wide, use a full-band calculation for the energy difference.
\item Locate the valence maximum for the actual shape and surface before calling the gap direct.
\item If transport should be dominated by the light-mass valleys, require $\delta$ to be several $k_BT$, and include the strain shift.
\item For optical use, calculate the momentum matrix element. A direct gap in $k_x$ does not ensure strong emission.
\end{itemize}
For another wire axis, repeat the projection first. Along $[110]$, for example, the $z$ valleys still project onto zero, but the $x$ and $y$ valleys project onto $\pm k_0/\sqrt2$. The grouping into four and two is then reversed.
